# Finding the Width of a Quartic Double Well from Barrier and Frequency

## Problem

In a simple model of polarization switching in a ferroelectric oxide, one coordinate \(x\) carries the system from one polar state to the other. Its potential energy is a symmetric quartic double well, that is, a polynomial of fourth degree, even in \(x\), with two equal minima. Three data are given:

- the barrier, measured from the bottom of a well to the top of the central hump, is \(V_0=0.10\) eV;
- the effective mass of the coordinate is \(m=16\) u, the same at every \(x\);
- small oscillations about either minimum have the frequency \(f=6\) THz.

How far apart are the two minima?

The motion is treated classically, and zero-point energy is not included in \(V_0\). The frequency counts cycles per second, so the angular frequency is \(\omega=2\pi f\). The minima are at \(x=\pm a\), and the separation sought is \(d=2a\).

## A tempting solution

Near a minimum the potential is that of a spring, with stiffness
\[
k=m\omega^2 .
\]
The frequency is \(\omega=2\pi\times 6\ \text{THz}=37.70\) rad/ps. To obtain \(k\) in eV/Å\(^2\), note that 1 Å/ps is 100 m/s, so that 1 u Å\(^2\)/ps\(^2\) is \(1.6605\times10^{-23}\) J, or \(1.0364\times10^{-4}\) eV. Hence
\[
k=16\times1.0364\times10^{-4}\times(37.70)^2\ \text{eV/Å}^2
=2.357\ \text{eV/Å}^2 .
\]

To reach the top of the barrier, the particle must be moved a distance \(a\) from its minimum. The spring energy at that point is set equal to the barrier:
\[
\tfrac12 k a^2=V_0
\quad\Longrightarrow\quad
d=2a=2\sqrt{\frac{2V_0}{k}}
=2\sqrt{\frac{0.20}{2.357}}\ \text{Å}=0.583\ \text{Å}.
\]

The stiffness is right, the units are right and the length is of atomic size. The answer is nevertheless wrong.

## Where it fails

The spring law describes the bottom of the well. The tempting solution uses it all the way to the top of the barrier, where the potential has a different shape. Two parabolas joined at \(x=0\) meet in a sharp peak: the force jumps there from \(-ka\) to \(+ka\). A quartic polynomial is smooth, and its force at the top is zero. It must therefore bend away from the parabola on the way up.

The size of the error follows from the quartic itself. With the zero of energy at the minima, it can be written
\[
V(x)=V_0\left(\frac{x^2}{a^2}-1\right)^2 ,
\]
a form derived below from the general quartic. Let \(s\) be the distance from the right-hand minimum towards the centre, so \(x=a-s\). Then
\[
\frac{x^2}{a^2}-1=\frac{a^2-2as+s^2}{a^2}-1
=-\frac{2s}{a}\left(1-\frac{s}{2a}\right),
\]
and squaring gives
\[
V=\frac{4V_0}{a^2}\,s^2\left(1-\frac{s}{2a}\right)^2 .
\]
For small \(s\) the last factor is 1, and comparison with \(\tfrac12ks^2\) gives \(k=8V_0/a^2\). Thus
\[
V=\tfrac12ks^2\left(1-\frac{s}{2a}\right)^2 .
\]
At the barrier top, \(s=a\), the last factor is \((1/2)^2=1/4\). The quartic reaches only a quarter of the height of the continued parabola. For a given stiffness and barrier, \(a^2\) must therefore be four times as large as in the tempting solution, and \(a\) twice as large.

## Correct solution

Start from the general symmetric quartic, so that no special form is assumed:
\[
V(x)=C-\frac{A}{2}x^2+\frac{B}{4}x^4,\qquad A>0,\quad B>0 .
\]
Positive \(B\) makes the energy rise at large distance, and positive \(A\) makes the centre a maximum. The constant \(C\) has no effect on forces or energy differences. Two shape parameters remain, and the barrier and the stiffness supply two conditions.

**Minima.** The slope is
\[
V'(x)=-Ax+Bx^3=x(Bx^2-A).
\]
It vanishes at \(x=0\), the maximum, and at \(x=\pm a\) with
\[
a^2=\frac{A}{B}.
\]

**Barrier.** Since \(V(0)=C\),
\[
V_0=V(0)-V(a)=\frac{A}{2}a^2-\frac{B}{4}a^4
=\frac{A^2}{2B}-\frac{A^2}{4B}=\frac{A^2}{4B}.
\]

**Stiffness.** The second derivative is \(V''(x)=-A+3Bx^2\). At a minimum \(Ba^2=A\), so
\[
k=V''(a)=-A+3A=2A .
\]

**Elimination.** Because \(A/B=a^2\), the barrier is \(V_0=Aa^2/4\). Inserting \(A=k/2\) gives
\[
V_0=\frac{ka^2}{8}
\quad\Longrightarrow\quad
a^2=\frac{8V_0}{k}.
\]
The compact form used earlier also follows. From \(V_0=Aa^2/4\) we have \(A=4V_0/a^2\), and then \(B=A/a^2=4V_0/a^4\). Choosing \(C=V_0\),
\[
V=V_0-\frac{2V_0x^2}{a^2}+\frac{V_0x^4}{a^4}
=V_0\left(\frac{x^2}{a^2}-1\right)^2 .
\]

**Frequency.** For a small displacement \(s\), Newton's equation is \(m\ddot s=-ks\). Its solutions oscillate with \(\omega^2=k/m\), so \(k=m(2\pi f)^2\). Therefore
\[
\boxed{\,d=2a=2\sqrt{\frac{8V_0}{k}}
=\frac{1}{2\pi f}\sqrt{\frac{32V_0}{m}}\,}
\]

With the stiffness already found,
\[
a^2=\frac{8\times0.10}{2.357}\ \text{Å}^2=0.3394\ \text{Å}^2,
\qquad a=0.5826\ \text{Å},
\]
\[
d=1.165\ \text{Å}=0.1165\ \text{nm}.
\]
For these inputs the separation is thus roughly 1.16 to 1.17 Å. The later digits serve for comparing cases and are not a claim of accuracy for a real material.

The result can be checked without the elimination. A numerical search for the \(A\) and \(B\) that give a barrier of 0.10 eV and a curvature of 2.357 eV/Å\(^2\) again yields minima 1.165 Å apart. Integrating Newton's equation in the well with \(a=0.5826\) Å, at a very small amplitude, returns 6 THz.

The factor \(2\pi\) needs care. If 6 THz were inserted as an angular frequency of 6 rad/ps, the separation would come out as 7.32 Å, which is \(2\pi\) times too large.

## What the data determine

The formula gives \(d\propto\sqrt{V_0}\) at fixed \(m\) and \(f\): a higher barrier needs more room if the well bottom keeps its stiffness. At fixed \(V_0\) and \(m\), \(d\propto1/f\), because a stiffer well reaches the same height over a shorter distance. As \(V_0\to0\) at fixed \(m\) and \(f\), the two minima merge.

The mass enters through the combination
\[
\sqrt m\,d=\frac{\sqrt{32V_0}}{2\pi f}=4.661\ \text{u}^{1/2}\,\text{Å}.
\]
For the quartic shape, barrier and frequency alone fix this mass-weighted length. Turning it into a distance requires knowing what moves. Suppose that four oxygen ions of 16 u move together by equal distances, and that 0.10 eV is the barrier for the whole group. Their kinetic energy is \(\tfrac12(64\ \text{u})\dot x^2\), so each ion travels \(4.661/\sqrt{64}=0.583\) Å, half the one-ion result.

The quartic shape is also an input. Consider instead
\[
V_{\cos}(x)=V_0\cos^2\!\left(\frac{\pi x}{d}\right)
=\frac{V_0}{2}\left[1+\cos\!\left(\frac{2\pi x}{d}\right)\right],
\]
restricted to the two wells at \(x=\pm d/2\). Its barrier is also \(V_0\). Differentiating twice gives
\[
V_{\cos}''(x)=-\frac{2\pi^2V_0}{d^2}\cos\!\left(\frac{2\pi x}{d}\right).
\]
At \(x=d/2\) the cosine is \(-1\), so \(k=2\pi^2V_0/d^2\) and
\[
d=\pi\sqrt{\frac{2V_0}{k}}=0.915\ \text{Å}.
\]
With barrier, mass and frequency all held fixed, this change of shape lowers \(d\) by 21.5% relative to the quartic result.

## When the frequency is not a small-amplitude frequency

Compared with a spring, the quartic well is softer towards the barrier and stiffer on its outer side. The softening wins, so a larger oscillation is slower. A change of variable shows this, and by how much. Let the energy above the minimum be \(E<V_0\), put \(\varepsilon=\sqrt{E/V_0}\) and \(u=x/a\), and define an angle \(\phi\) for motion in the right-hand well by
\[
u^2=1+\varepsilon\sin\phi .
\]
The potential energy is then \(V_0\varepsilon^2\sin^2\phi\). Energy conservation leaves for the kinetic energy
\[
\tfrac12ma^2\dot u^2=V_0\varepsilon^2\cos^2\phi .
\]
Differentiating the definition of \(\phi\) gives \(2u\dot u=\varepsilon\cos\phi\,\dot\phi\). Substituting this for \(\dot u\) and cancelling \(\varepsilon^2\cos^2\phi\),
\[
\dot\phi^2=\frac{8V_0}{ma^2}\,u^2=\omega^2(1+\varepsilon\sin\phi).
\]
One oscillation takes \(\phi\) through \(2\pi\), so the period is
\[
T(E)=\frac1\omega\int_0^{2\pi}\frac{d\phi}{\sqrt{1+\varepsilon\sin\phi}} .
\]
For small \(\varepsilon\) the integrand is \(1-\tfrac12\varepsilon\sin\phi+\tfrac38\varepsilon^2\sin^2\phi\) to second order. The sine averages to zero and its square to one half, which gives
\[
T(E)\simeq\frac1f\left(1+\frac{3}{16}\frac{E}{V_0}\right).
\]
In the opposite limit, \(E\to V_0\), the denominator vanishes at \(\phi=-\pi/2\), the point \(x=0\). Close to it \(\sqrt{1+\sin\phi}\) is proportional to the distance from that angle, so the integral diverges logarithmically: the particle takes ever longer to turn round near the barrier top.

**Thermal energy.** At 300 K, \(k_BT=0.02585\) eV, where \(k_B\) is Boltzmann's constant. An oscillation with this energy has \(E/V_0=0.2585\). The leading formula gives \(6/1.0485=5.72\) THz, and the full trajectory gives 5.677 THz. If the quoted 6 THz belonged to an oscillation of this energy, the small-amplitude frequency would have to be higher. At fixed \(V_0\), \(m\) and \(E\), the integral is unchanged and all frequencies scale as \(1/d\). The separation would then be
\[
d=1.165\times\frac{5.677}{6}\ \text{Å}=1.10\ \text{Å}.
\]
This uses one representative energy and is not a full thermal average.

**Quantum transition.** A spectroscopic frequency may instead be the first vibrational transition. The vibrational quantum is \(hf=0.0248\) eV, a quarter of the barrier. In the semiclassical picture the two lowest levels of a well lie near \(\tfrac12hf\) and \(\tfrac32hf\), and their spacing is about \(h\) times the classical frequency at the middle energy, \(hf\). To leading order this gives
\[
f_{01}\simeq f\left(1-\frac{3}{16}\frac{hf}{V_0}\right)=5.72\ \text{THz}.
\]
Numerical diagonalization for the original well gives 5.695 THz. To make the transition itself 6 THz, the small-amplitude frequency must be 6.343 THz, and
\[
d=1.165\times\frac{6}{6.343}\ \text{Å}=1.10\ \text{Å}.
\]
The thermal and quantum corrections are both about \(-5.4\%\) relative to 1.165 Å because \(k_BT\) and \(hf\) are nearly equal here. Each is a separate reading of the one datum, and neither describes a whole spectrum taken at 300 K. There the transitions from excited levels also appear: for the original well the lines lie at 5.70, 5.34, 4.89 and 4.43 THz, with relative weights of about 1, 0.8, 0.5 and 0.3. Their weighted centre is near 5.25 THz. If 6 THz were that centre, \(d\) would be about 1.03 Å, a correction of \(-11\%\).

Tunnelling between the wells splits the lowest level into a pair \(1.4\times10^{-10}\) eV apart, about \(6\times10^{-9}\) of \(hf\). The next pair, where the first transition ends, is split by \(3\times10^{-8}\) eV. Tunnelling therefore does not blur the first transition on the scale of this calculation. The splitting grows quickly with energy and reaches about \(2\times10^{-3}\) eV for the pair just below the barrier top.

## The model beside a real memory capacitor

The inputs are round illustrative values, not computed properties of ferroelectric hafnia, the oxide used here for comparison. A frequency of 6 THz lies within the range of its lattice vibrations, and a shift of order 1 Å is a plausible atomic scale. The main example lets one ion move alone along a fixed line, whereas in a real film many ions move together. The four-ion example above halves the inferred displacement per ion when 0.10 eV is the barrier of the whole group. If instead each ion contributes 0.10 eV, the ratio \(V_0/m\) and hence \(d\) are unchanged.

An applied field tilts the well. Take a charge of magnitude \(2e\) and a field of 1 MV/cm, which is 0.01 V/Å. The force is \(F=0.02\) eV/Å, and the energy difference between the minima is about \(Fd=0.0233\) eV. To first order both minima shift by \(F/k\) in the same direction, so \(d\) changes only at second order, by \(-0.032\%\). The two frequencies respond more strongly. The favoured minimum moves outward into a stiffer region and has 6.128 THz; the other moves inward and has 5.865 THz. Using either in the unbiased formula with the unbiased barrier would put \(d\) wrong by about 2%. The barrier seen from each well changes more, to 0.112 eV from the favoured well and 0.089 eV from the other. With barrier and frequency both taken from one biased well, the errors in \(d\) are \(+3.6\%\) and \(-3.7\%\).

A larger field removes one well altogether. This happens when the force equals the steepest slope between a minimum and the centre. From
\[
V'=\frac{4V_0}{a}(u^3-u),
\]
the steepest point satisfies \(3u^2-1=0\), so \(|u|=1/\sqrt3\) and
\[
F_{\max}=\frac{4V_0}{a}\,\frac{1}{\sqrt3}\left(1-\frac13\right)
=\frac{8V_0}{3\sqrt3\,a}=0.264\ \text{eV/Å}.
\]
For one ion of charge \(2e\) this is a field of about 13 MV/cm, well above a rough breakdown field of 4 MV/cm. The number depends on what moves: for four such ions sharing the 0.10 eV barrier, \(a\) is halved and the charge is four times as large, which gives 6.6 MV/cm. Hafnia capacitors switch at roughly 1 MV/cm, so this limit is not an estimate of their coercive field. The model has no domain nucleation, wall motion or thermal activation, all of which can allow switching at a lower field.

Nor could this single coordinate store a bit at room temperature. Its barrier is only \(3.9\,k_BT\) at 300 K, and the simple rate estimate \(f\,e^{-V_0/k_BT}\) gives one thermal hop in about 8 ps. A lasting polar state needs a far higher total barrier, such as that of many ions which must switch together.

## Numbers as computed

```
Barrier V0: 0.1 eV
Effective mass m: 16 u
Small-oscillation frequency f: 6 THz
Angular frequency: 37.7 rad/ps
Curvature k at a minimum: 2.357 eV/angstrom^2
Quartic coefficient A: 1.178 eV/angstrom^2
Quartic coefficient B: 3.472 eV/angstrom^4
Distance a from centre to minimum: 0.5826 angstrom
Separation d: 1.165 angstrom
Separation d converted: 0.1165 nm
Separation from numerical inverse: 1.165 angstrom
Frequency from small trajectory: 6 THz
Mass-weighted separation: 4.661 u^(1/2) angstrom
d if 6 THz is misread as angular: 7.321 angstrom
d from two joined parabolas: 0.5826 angstrom
d for cosine-squared well: 0.9152 angstrom
Cosine-squared change in d: -21.5 %
Vibrational quantum hf: 0.02481 eV
First transition in original well: 5.695 THz
Transition shift on finer grid: 2.5e-13 THz
Classical f needed for 6 THz transition: 6.343 THz
d if 6 THz is the transition: 1.102 angstrom
Transition-reading change in d: -5.4 %
Lowest-doublet tunnelling splitting: 1.4e-10 eV
Splitting divided by hf: 5.65e-09
Relative splitting shift on finer grid: 3.6e-06
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Classical frequency at energy kT: 5.677 THz
d if 6 THz is measured at energy kT: 1.103 angstrom
Thermal-reading change in d: -5.38 %
Applied field: 1 MV/cm
Magnitude of model charge: 2 e
Separation under bias: 1.165 angstrom
Bias change in separation: -0.032 %
Energy difference of biased minima: 0.0233 eV
Lower frequency under bias: 5.865 THz
Higher frequency under bias: 6.128 THz
Field where one well disappears: 13.21 MV/cm
Rough breakdown field (input): 4 MV/cm
```
